# Resonance Position and Width from the Box-Averaged Density of States: a program that tests the result

```python
"""Resonance from a stabilisation diagram by the averaged density of states.

Result under test (Hartree atomic units, s wave, hard wall at r = L):
  rho(E) = sum over crossings E_j(L)=E of w(L)/|dE_j/dL|
         = (delta'(E) + Lmean/k)/pi + a small oscillating remainder,
and near an isolated pole E_r - i Gamma/2 the part delta'/pi is a Lorentzian
of unit area and full width Gamma on a smooth background.
Symbols: k = sqrt(2E); delta = phase shift; w = normalised weight in L;
Lmean = mean of L under w. Potential: 0 for r<a, V0 for a<r<b, 0 for r>b.
Box levels come from diagonalisation; the pole comes from wave matching.
"""
import numpy as np
from numpy.polynomial import Legendre
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.optimize import curve_fit

INNER, OUTER, BARRIER = 2.0, 3.0, 3.0
L_MIN, L_MAX, N_BOXES, N_LEVELS = 6.0, 26.0, 1001, 16
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# ---------- box levels from spectral elements ----------
def lobatto_element(n):
    """Gauss-Lobatto weights and stiffness matrix on [-1, 1]."""
    poly = Legendre.basis(n - 1)
    inside = np.sort(np.real(poly.deriv().roots()))
    x = np.concatenate(([-1.0], inside, [1.0]))
    p = poly(x)
    weights = 2.0 / (n * (n - 1) * p**2)
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    deriv = p[:, None] / (p[None, :] * gap)
    np.fill_diagonal(deriv, 0.0)
    deriv[0, 0] = -n * (n - 1) / 4.0
    deriv[-1, -1] = n * (n - 1) / 4.0
    return weights, deriv.T @ (weights[:, None] * deriv)


SIZES = (18, 18, 42)
ELEMENTS = [lobatto_element(n) for n in SIZES]


def box_hamiltonian(outer_length):
    """Hamiltonian with u=0 at both ends; a complex length rotates r > b."""
    total = sum(SIZES) - 2
    kind = complex if np.iscomplexobj(outer_length) else float
    stiff = np.zeros((total, total), dtype=kind)
    mass = np.zeros(total, dtype=kind)
    potential = np.zeros(total, dtype=kind)
    lengths = (INNER, OUTER - INNER, outer_length)
    start = 0
    for n, (wt, st), h, v in zip(SIZES, ELEMENTS, lengths, (0, BARRIER, 0)):
        part = slice(start, start + n)
        stiff[part, part] += st * 2.0 / h
        mass[part] += wt * h / 2.0
        potential[part] += v * wt * h / 2.0
        start += n - 1
    matrix = 0.5 * stiff + np.diag(potential)
    root = np.sqrt(mass)
    matrix = matrix / (root[:, None] * root[None, :])
    return matrix[1:-1, 1:-1]


box_sizes = np.linspace(L_MIN, L_MAX, N_BOXES)
levels = np.array([np.linalg.eigvalsh(box_hamiltonian(L - OUTER))[:N_LEVELS]
                   for L in box_sizes])
drops = np.diff(levels, axis=0)
assert np.all(drops[levels[1:] < 1.4] < 0), "levels must fall with L"
splines = [CubicSpline(box_sizes, levels[:, j]) for j in range(N_LEVELS)]


# ---------- averaged density of states ----------
def crossings(energies):
    """For each level: which energies it crosses, where, and |slope|."""
    for curve in splines:
        hit = (energies < curve(L_MIN)) & (energies > curve(L_MAX))
        if not hit.any():
            continue
        target = energies[hit]
        low = np.full(target.size, L_MIN)
        high = np.full(target.size, L_MAX)
        for _ in range(45):
            middle = 0.5 * (low + high)
            above = curve(middle) > target
            low = np.where(above, middle, low)
            high = np.where(above, high, middle)
        place = 0.5 * (low + high)
        yield hit, place, np.abs(curve(place, 1))


def weight(L, first, last, smooth):
    span = last - first
    inside = (L >= first) & (L <= last)
    shape = 2 * np.sin(np.pi * (L - first) / span)**2 if smooth else 1.0
    return inside * shape / span


def averaged_density(energies, first, last, smooth):
    density = np.zeros(energies.size)
    for hit, place, slope in crossings(energies):
        density[hit] += weight(place, first, last, smooth) / slope
    return density


def fit_model(E, position, width, area, level, tilt):
    half = width / 2
    peak = area * half / np.pi / ((E - position)**2 + half**2)
    return peak + level + tilt * (E - position)


def extract(first, last, smooth):
    """Scan, locate the peak, then fit; no knowledge of the pole is used."""
    def excess(E):
        free = 0.5 * (first + last) / (np.pi * np.sqrt(2 * E))
        return averaged_density(E, first, last, smooth) - free
    scan = np.linspace(0.5, 1.3, 401)
    values = excess(scan)
    top = np.argmax(values)
    width0 = 2 / (np.pi * values[top])
    grid = scan[top] + width0 * np.linspace(-8, 8, 161)
    start = [scan[top], width0, 1.0, 0.0, 0.0]
    best, _ = curve_fit(fit_model, grid, excess(grid), p0=start, maxfev=5000)
    best[1] = abs(best[1])
    return best, grid, scan[top], width0


# ---------- exact wave matching: pole and phase shift ----------
def edge_values(E):
    """k, u(b), u'(b) for the regular solution u = sin(kr) inside."""
    k = np.sqrt(2 * E + 0j)
    kappa = np.sqrt(2 * (BARRIER - E) + 0j)
    d = OUTER - INNER
    s, c = np.sin(k * INNER), np.cos(k * INNER)
    u = s * np.cosh(kappa * d) + k / kappa * c * np.sinh(kappa * d)
    du = kappa * s * np.sinh(kappa * d) + k * c * np.cosh(kappa * d)
    return k, u, du


def incoming(E):
    k, u, du = edge_values(E)
    return du - 1j * k * u


def outgoing(E):
    """Amplitude whose argument is the phase shift for real E."""
    k, u, du = edge_values(E)
    return (du + 1j * k * u) * np.exp(-1j * k * OUTER)


def phase_slope(E, h=1e-5):
    change = (outgoing(E + h) - outgoing(E - h)) / (2 * h)
    return np.imag(change / outgoing(E))


pole = 0.83 - 0.006j
for _ in range(40):
    h = 1e-5
    pole -= incoming(pole) * 2 * h / (incoming(pole + h) - incoming(pole - h))
pole_position, pole_width = pole.real, -2 * pole.imag
assert abs(incoming(pole)) < 1e-10 and pole_width > 0

rotated = np.linalg.eigvals(box_hamiltonian(20 * np.exp(0.5j)))
scaled_pole = rotated[np.argmin(abs(rotated - pole))]
assert abs(scaled_pole - pole) < 1e-7, "pole equation against scaling"

# ---------- extraction and tests ----------
fit, grid, peak_energy, first_width = extract(L_MIN, L_MAX, True)
short_fit = extract(L_MIN, 16.0, True)[0]
uniform_fit = extract(L_MIN, L_MAX, False)[0]

k_grid = np.sqrt(2 * grid)
delta_slope = phase_slope(grid)
slope_error = 0.0
for hit, place, slope in crossings(grid):
    predicted = k_grid[hit] / (delta_slope[hit] + place / k_grid[hit])
    keep = (place > L_MIN + 0.5) & (place < L_MAX - 0.5)
    if keep.any():
        error = np.max(np.abs(slope[keep] / predicted[keep] - 1))
        slope_error = max(slope_error, error)
assert slope_error < 1e-2, "slope law"

mean_L = 0.5 * (L_MIN + L_MAX)
smooth_law = (delta_slope + mean_L / k_grid) / np.pi
deviation = {}
for smooth in (True, False):
    rho = averaged_density(grid, L_MIN, L_MAX, smooth)
    deviation[smooth] = np.max(np.abs(rho / smooth_law - 1))
assert deviation[True] < 5e-3, "smooth law"
assert deviation[False] > 5 * deviation[True], "sharp ends leave jumps"

# a short window makes the oscillating remainder visible
SHORT = (8.0, 14.0)
fine_L = np.linspace(*SHORT, 4001)
fine_w = weight(fine_L, *SHORT, True)
short_law = (delta_slope + np.mean(SHORT) / k_grid) / np.pi
phase = np.angle(outgoing(grid))
remainder = np.zeros(grid.size)
for q in range(1, 5):
    for i in range(grid.size):
        wave = np.exp(2j * q * (k_grid[i] * fine_L + phase[i]))
        factor = fine_w * (delta_slope[i] + fine_L / k_grid[i])
        integral = np.sum(factor * wave) * (fine_L[1] - fine_L[0])
        remainder[i] += 2 / np.pi * integral.real
short_rho = averaged_density(grid, *SHORT, True)
scale = np.max(short_law)
without = np.max(np.abs(short_rho - short_law)) / scale
with_it = np.max(np.abs(short_rho - short_law - remainder)) / scale
assert with_it < 3e-3 and without > 5 * with_it, "Poisson remainder"

half = pole_width / 2
background = delta_slope - half / ((grid - pole_position)**2 + half**2)
assert np.ptp(background) < 0.01 * 2 / pole_width, "smooth background"

position, width, area = fit[:3]
assert abs(position - pole_position) < 0.01 * pole_width
assert abs(width / pole_width - 1) < 0.01
assert abs(area - 1) < 0.01

# ---------- printed results ----------
print(f"inner radius a = {INNER:.1f} bohr, outer radius b = {OUTER:.1f} bohr")
print(f"barrier height V0 = {BARRIER:.1f} hartree")
print(f"wall L from {L_MIN:.1f} to {L_MAX:.1f} bohr, {N_BOXES} boxes, "
      f"step {box_sizes[1] - box_sizes[0]:.3f} bohr")
print(f"pole position = {pole_position:.7f} hartree")
print(f"pole width = {pole_width:.7f} hartree")
print(f"pole minus complex scaling, modulus = "
      f"{abs(scaled_pole - pole):.1e} hartree")
print(f"scan peak energy = {peak_energy:.4f} hartree")
print(f"width from peak height = {first_width:.6f} hartree")
print(f"fit range = {grid[0]:.4f} to {grid[-1]:.4f} hartree")
print(f"fitted position = {position:.7f} hartree")
print(f"fitted width = {width:.7f} hartree")
print(f"fitted area = {area:.5f} (dimensionless)")
print(f"fitted background = {fit[3]:.4f} per hartree")
print(f"position error / pole width = "
      f"{(position - pole_position) / pole_width:.2e}")
print(f"relative width error = {width / pole_width - 1:.2e}")
print(f"fitted position = {position * HARTREE_EV:.4f} eV")
print(f"fitted width = {width * HARTREE_EV:.5f} eV")
one = np.array([position])
k_res = np.sqrt(2 * position)
print(f"at fitted position: k = {k_res:.5f} per bohr, "
      f"half-wavelength = {np.pi / k_res:.4f} bohr")
print(f"half-wavelengths in window = {(L_MAX - L_MIN) * k_res / np.pi:.3f}")
print(f"phase slope there = {phase_slope(one)[0]:.3f} per hartree")
print("crossings: L (bohr), |dE/dL| (hartree/bohr), w (1/bohr), "
      "w/|dE/dL| (1/hartree)")
for _, place, slope in crossings(one):
    w = weight(place, L_MIN, L_MAX, True)[0]
    print(f"  {place[0]:8.4f}  {slope[0]:.6f}  {w:.6f}  {w / slope[0]:.4f}")
total = averaged_density(one, L_MIN, L_MAX, True)[0]
print(f"sum of contributions = {total:.4f} per hartree")
print(f"free term Lmean/(pi k) = {mean_L / np.pi / k_res:.4f} per hartree")
print(f"largest relative slope-law error = {slope_error:.1e}")
print(f"largest relative deviation, sin^2 weight = {deviation[True]:.2e}")
print(f"largest relative deviation, uniform weight = {deviation[False]:.2e}")
print(f"short window {SHORT[0]:.0f} to {SHORT[1]:.0f} bohr, misfit/peak: "
      f"{without:.2e} without remainder, {with_it:.2e} with it")
print(f"background phase slope range = {background.min():.3f} to "
      f"{background.max():.3f} per hartree")
for name, result in (("sin^2, L 6 to 16 bohr", short_fit),
                     ("uniform, L 6 to 26 bohr", uniform_fit)):
    print(f"{name}: position {result[0]:.6f} hartree, "
          f"width {result[1]:.6f} hartree, area {result[2]:.4f}")
print("all tests passed")
```

Printed output:

```
inner radius a = 2.0 bohr, outer radius b = 3.0 bohr
barrier height V0 = 3.0 hartree
wall L from 6.0 to 26.0 bohr, 1001 boxes, step 0.020 bohr
pole position = 0.8323889 hartree
pole width = 0.0130543 hartree
pole minus complex scaling, modulus = 2.8e-13 hartree
scan peak energy = 0.8320 hartree
width from peak height = 0.013283 hartree
fit range = 0.7257 to 0.9383 hartree
fitted position = 0.8323890 hartree
fitted width = 0.0130713 hartree
fitted area = 1.00047 (dimensionless)
fitted background = -0.6253 per hartree
position error / pole width = 8.33e-06
relative width error = 1.30e-03
fitted position = 22.6505 eV
fitted width = 0.35569 eV
at fitted position: k = 1.29026 per bohr, half-wavelength = 2.4348 bohr
half-wavelengths in window = 8.214
phase slope there = 151.253 per hartree
crossings: L (bohr), |dE/dL| (hartree/bohr), w (1/bohr), w/|dE/dL| (1/hartree)
    6.2275  0.008267  0.000128  0.0154
    8.6624  0.008168  0.016493  2.0193
   11.0972  0.008072  0.051527  6.3837
   13.5320  0.007977  0.085709  10.7441
   15.9669  0.007885  0.099997  12.6814
   18.4017  0.007795  0.086430  11.0872
   20.8366  0.007708  0.052566  6.8200
   23.2714  0.007622  0.017272  2.2662
   25.7063  0.007538  0.000213  0.0282
sum of contributions = 52.0456 per hartree
free term Lmean/(pi k) = 3.9472 per hartree
largest relative slope-law error = 1.4e-05
largest relative deviation, sin^2 weight = 1.03e-03
largest relative deviation, uniform weight = 1.07e-01
short window 8 to 14 bohr, misfit/peak: 4.94e-02 without remainder, 3.56e-04 with it
background phase slope range = -2.101 to -1.831 per hartree
sin^2, L 6 to 16 bohr: position 0.832380 hartree, width 0.013112 hartree, area 1.0009
uniform, L 6 to 26 bohr: position 0.832342 hartree, width 0.011787 hartree, area 0.9584
all tests passed
```
